# Frozen and relaxed limits for a proton approaching hydrogen

## Question

I am working on screened interatomic potentials for ion implantation, and I am stuck on an exercise about the simplest pair, a proton and a hydrogen atom. It says: subtract the nuclear repulsion $1/R$ from the energy and let $R\to0$. With the electron density frozen at that of the free atom, the remainder should tend to $-1$ hartree. With the electron relaxed to its ground state, it should tend to $-1.5$ hartree.

For the relaxed case I argued that the two protons merge into one nucleus of charge 2. One electron bound to charge 2 has energy $-Z^2/2=-2$ hartree, not $-1.5$. For the frozen case I get $-1$ from the attraction between the proton and the electron cloud, but if I add the energy of the atom itself I get $-1.5$, which is the number claimed for the other case.

Where is the error? And how do I prove that the relaxed energy really approaches the merged value, when the potential has two separate singularities for every $R>0$? I would also like to know whether the half hartree between the two answers matters in a real collision.

## Answer

Your energies are right, but they are measured from different zeros. An interatomic potential is counted from the separated partners, here a hydrogen atom in its ground state and a distant proton. That pair has energy $-\tfrac12$ hartree, which must be subtracted in both cases. Your totals $-1.5$ and $-2$ then become $-1$ and $-1.5$.

### Conventions

I use atomic units: energies in hartree, lengths in bohr. The nuclei A (the atom) and B (the proton) are fixed points a distance $R$ apart, and relativity is neglected. The electron has the Hamiltonian

$$h=T-\frac1{r_A}-\frac1{r_B},\qquad T=-\tfrac12\nabla^2 .$$

Let $U_F$ and $U_G$ be the frozen and relaxed interaction energies, both zero at infinite separation, and let

$$F(R)=U_F(R)-\frac1R,\qquad W(R)=U_G(R)-\frac1R .$$

We need $F\to-1$ and $W\to-\tfrac32$.

### The frozen density

The free atom has the orbital $\psi=e^{-r_A}/\sqrt\pi$ and the density $\rho=e^{-2r_A}/\pi$. With one electron there is no electron-electron energy, so freezing the density is the same as freezing this orbital. The total energy is then

$$\langle\psi|h|\psi\rangle+\frac1R
=\underbrace{\Big\langle T-\frac1{r_A}\Big\rangle}_{-1/2}
-\Big\langle\frac1{r_B}\Big\rangle+\frac1R .$$

Subtracting the reference $-\tfrac12$ leaves

$$U_F=\frac1R-\phi(R),\qquad F(R)=-\phi(R),\qquad
\phi(R)=\Big\langle\frac1{r_B}\Big\rangle .$$

So $F$ is minus the mean inverse distance from the electron to the proton. To find it, divide the spherical cloud into shells. A shell of radius $r<R$ acts at B as if its charge were at the centre, and contributes $1/R$ per unit charge. A shell with $r>R$ has a constant potential inside, and contributes $1/r$. Since $4\pi r^2\rho=4r^2e^{-2r}$,

$$\phi(R)=\frac1R\int_0^R4r^2e^{-2r}\,dr+\int_R^\infty4r\,e^{-2r}\,dr .$$

Integration by parts gives

$$\int_0^R4r^2e^{-2r}dr=1-e^{-2R}(1+2R+2R^2),$$

$$\int_R^\infty4re^{-2r}dr=e^{-2R}(1+2R).$$

Divide the first by $R$ and add the second. The terms in $Re^{-2R}$ cancel, and $-2e^{-2R}+e^{-2R}=-e^{-2R}$. Hence

$$\phi=\frac1R-e^{-2R}\Big(1+\frac1R\Big),\qquad
U_F=e^{-2R}\Big(1+\frac1R\Big).$$

For small $R$ both parts of $F=U_F-1/R$ must be expanded, because the exponential multiplies $1/R$:

$$e^{-2R}=1-2R+2R^2-\tfrac43R^3+\dots,$$

$$\frac{e^{-2R}-1}{R}=-2+2R-\tfrac43R^2+\dots$$

Their sum is

$$F(R)=-1+\tfrac23R^2+O(R^3).$$

The $-2$ comes from expanding the screened Coulomb term and the $+1$ from the bare exponential. The linear terms cancel.

A bound valid at every $R$ will be useful for the relaxed case. First, $\phi(0)=\int_0^\infty4re^{-2r}dr=1$. Next, differentiate the shell formula. The contributions from the moving limits cancel, leaving

$$\phi'(R)=-\frac{q(R)}{R^2},$$

where $q(R)$ is the electron probability inside radius $R$. The density never exceeds its central value $1/\pi$, so

$$0\le q(R)\le\frac{4\pi R^3}{3}\cdot\frac1\pi=\frac{4R^3}{3}.$$

Thus $-\tfrac43R\le\phi'\le0$. Integrating from zero gives $1-\tfrac23R^2\le\phi\le1$, or

$$\boxed{-1\le F(R)\le-1+\tfrac23R^2.}$$

### The relaxed ground state

Let $E(R)$ be the lowest eigenvalue of $h$. Then $U_G=E+1/R+\tfrac12$, and

$$W(R)=E(R)+\tfrac12 .$$

Your merged-nucleus argument says $E\to-2$. To prove it, we trap $E$ between two bounds, which avoids expanding around two moving singularities.

**Lower bound.** Split the kinetic energy equally between the two nuclei:

$$h=\tfrac12\Big(T-\frac2{r_A}\Big)+\tfrac12\Big(T-\frac2{r_B}\Big).$$

Multiplying out recovers $h$. Each bracket is the Hamiltonian of one electron and one nucleus of charge 2, so its expectation value in any normalized state is at least $-2$. Therefore

$$E(R)\ge\tfrac12(-2)+\tfrac12(-2)=-2 .$$

**Upper bound.** By the variational principle any normalized trial function gives an energy no lower than $E$. Take the ground state for charge 2, centred at the midpoint of the nuclei:

$$\chi=\sqrt{\frac8\pi}\,e^{-2r_M},$$

with $r_M$ the distance from the midpoint. Since $|\nabla\chi|=2\chi$, its kinetic energy is

$$\tfrac12\int|\nabla\chi|^2d^3r=\tfrac12\cdot4=2 .$$

For the attraction we need the mean inverse distance to a nucleus $R/2$ from the centre. The density of $\chi$ is the hydrogen density with all lengths halved. Inverse distances therefore double, and the distance $R/2$ corresponds to $R$ in the original cloud. The mean is $2\phi(R)$ for each nucleus, so

$$E(R)\le2-2\cdot2\phi(R)=2+4F(R)\le-2+\tfrac83R^2 ,$$

where the last step uses the frozen bound. Adding $\tfrac12$ to both bounds gives

$$\boxed{-\tfrac32\le W(R)\le-\tfrac32+\tfrac83R^2.}$$

Both sides tend to $-\tfrac32$, so $W$ does too.

### Where the half hartree comes from

At $R=0$ both electron clouds see one nucleus of charge 2. For a 1s function of exponent $\zeta$ the kinetic energy is $\zeta^2/2$ and the mean inverse distance to the nucleus is $\zeta$, so

$$\varepsilon(\zeta)=\tfrac12\zeta^2-2\zeta .$$

The frozen cloud has $\zeta=1$: kinetic energy $\tfrac12$, attraction $-2$, total $-\tfrac32$. The minimum follows from $\varepsilon'=\zeta-2=0$. At $\zeta=2$ the kinetic energy is $2$, the attraction $-4$ and the total $-2$. Contraction costs $\tfrac32$ hartree of kinetic energy and gains $2$ of attraction, a net gain of $\tfrac12$. Diagonalizing the two-centre problem at $R=0.01$ bohr gives 1.9992 and $-3.9990$ hartree for the two parts, which confirms the contraction.

The sign of the difference is fixed at every distance. The frozen orbital is itself an allowed trial function for $h$, so $U_G\le U_F$.

### Is the half hartree special to hydrogen?

Replace the atom by a one-electron ion of nuclear charge $Z$ and keep the proton as projectile. The nuclear repulsion to subtract is now $Z/R$.

The frozen orbital has exponent $Z$. At $R=0$ its mean inverse distance to the proton is $Z$, so the frozen remainder tends to $-Z$.

For the relaxed electron, split the Hamiltonian with unequal weights:

$$h_Z=\frac{Z}{Z+1}\Big(T-\frac{Z+1}{r_A}\Big)
+\frac1{Z+1}\Big(T-\frac{Z+1}{r_B}\Big).$$

The weights add to one and each bracket is at least $-(Z+1)^2/2$, so this is also a lower bound on the electronic energy. For an upper bound, put a 1s function of exponent $Z+1$ on nucleus A. As $R\to0$ its mean $1/r_B$ tends to $Z+1$, and its energy tends to

$$\tfrac12(Z+1)^2-Z(Z+1)-(Z+1)=-\tfrac12(Z+1)^2 .$$

The two bounds meet. Subtracting the energy $-Z^2/2$ of the separated ion leaves

$$-\tfrac12(Z+1)^2+\tfrac12Z^2=-Z-\tfrac12 .$$

The relaxation energy in this limit is thus $\tfrac12$ hartree for every one-electron target struck by a proton. Its relative weight falls with $Z$: it is half of the frozen shift for $Z=1$ and a quarter for $Z=2$. This result does not cover targets with several electrons, whose mutual repulsion also changes.

### How fast the limits are reached

The relaxed values below come from diagonalizing $h$. All energies are in hartree.

| $R$ (bohr) | $F$ | $W$ | $\tfrac52+4F$ |
|---:|---:|---:|---:|
| 1.00 | −0.7293 | −0.9518 | −0.4173 |
| 0.50 | −0.8964 | −1.2350 | −1.0855 |
| 0.10 | −0.9940 | −1.4782 | −1.4759 |
| 0.01 | −0.9999 | −1.4997 | −1.4997 |

The last column is the upper bound on $W$ from the midpoint trial function. At 1 bohr it is poor: the trial function keeps the exponent 2 and the single centre of the merged limit, whatever the distance. At 0.1 bohr it lies only 0.002 hartree above $W$.

At that distance $F$ is 0.006 hartree above its limit and $W$ is 0.022 above its own. The limiting constants are therefore useful at a tenth of a bohr, but not at one bohr, where $W$ has reached less than two thirds of its final value.

At large distance the frozen energy $U_F=e^{-2R}(1+1/R)$ is positive and decays exponentially. The relaxed energy behaves differently: at $R=12$ bohr it is $-0.00017$ hartree, a weak attraction that is absent from the frozen energy.

### What this means for a screening function

A screened potential between two unit charges is written $U=\Phi(R)/R$. Since $U=1/R+F$ or $1/R+W$, the screening functions are $\Phi_F=1+RF$ and $\Phi_G=1+RW$. The boxed bounds give

$$\Phi_F=1-R+O(R^3),\qquad \Phi_G=1-\tfrac32R+O(R^3).$$

Your two numbers are the initial slopes of the screening functions. Both potentials have the same $1/R$ singularity, and they differ in the constant that follows it.

### Which relaxed state does a collision follow?

The word "relaxed" needs care when the nuclei are identical. The ground state is gerade, meaning even under inversion through the midpoint. There is also a lowest ungerade, or odd, state. At large $R$ the two are the sum and difference of 1s orbitals on A and B, and their energies merge. An electron that starts on one particular atom is therefore in an equal mixture of both.

In the merged limit the odd state cannot become 1s, which is even. It goes to the 2p level of charge 2, with energy $-2^2/(2\cdot2^2)=-\tfrac12$. After subtraction of the reference its shifted energy tends to $0$. The diagonalization gives $-0.00001$ hartree at $R=0.01$ bohr. The limit $-\tfrac32$ belongs to the ground state, not to everything a slow proton may do.

### A 400 eV proton

Take a proton crossing the sheath of a hydrogen plasma-immersion implanter and meeting a free hydrogen atom head-on. I choose 400 eV, a rough value toward the low end of such sheath energies. The masses are nearly equal, so about half of this is available for the relative motion: 200.05 eV, or $E_c=7.3519$ hartree.

Classically the approach stops where $U(R)=E_c$. Close to the limits, this reads $1/R-1\approx E_c$ for the frozen density and $1/R-\tfrac32\approx E_c$ for the ground state. Hence

$$R_F\approx\frac1{7.3519+1}=0.1197\ \text{bohr}=0.00634\ \text{nm},$$

$$R_G\approx\frac1{7.3519+1.5}=0.1130\ \text{bohr}=0.00598\ \text{nm}.$$

The full curves give 0.00634 and 0.00600 nm, so the limit laws are good to about 0.3% here. Relaxation brings the turning point inward by 0.00035 nm, or 5% of the frozen distance. An unscreened proton pair would stop at 0.00720 nm. At the turning points the shifts are $-26.98$ eV (frozen) and $-40.08$ eV (ground state), already near their limits of $-27.2$ and $-40.8$ eV.

Several effects are omitted here, and the first two below are larger than that 5%:

- **The ungerade channel.** On this curve the proton stops at 0.00720 nm, 20% farther out than on the gerade one. This is a larger change than the one from frozen to relaxed.
- **Quantum spreading.** Replace the potential near the turning point by its tangent there, with force $f$. The wave then extends beyond that point by a length $\ell$ for which $1/(2\mu\ell^2)=f\ell$, so $\ell=(2\mu f)^{-1/3}$, where $\mu$ is the reduced mass of the colliding pair. Here $\ell\approx0.0010$ nm. This is a rough value, because the force changes by tens of percent over that length, but it is about three times the frozen–relaxed difference. The distances are classical markers, not positions that could be sharply observed. This does not hide the difference between the potentials in scattering: the semiclassical s-wave phase differs by about 6 radians between the frozen and gerade curves, and for impact parameters from 0.02 to 1 bohr the classical deflection angles differ by 1 to 2 degrees.
- **Electronic transitions.** The relative speed is 0.1265 atomic units. In a head-on collision the nuclear axis does not rotate, so the electron can reach only states of the same parity that, like the initial one, have no angular momentum about that axis. A rough measure of slowness is the gap to the next such level, times 1 bohr, divided by this speed. With the gaps taken at the gerade turning point, it is 11.7 for the gerade state and 2.2 for the ungerade state. The gerade value falls as the nuclei separate, to about 6 at 2 bohr and 4 at 4 bohr, so the relaxed picture is best supported close to the turning point. The ungerade value rises to about 3.6 at 4 bohr. This measure is crude. It uses the incoming speed and a fixed length, while near the turning point the radial speed and the coupling between these levels both become small, so it overstates the risk there. The larger risk lies slightly off axis, because the restriction above holds only for zero impact parameter. The ungerade state and the lowest state with one unit of angular momentum about the axis ($\pi_u$) both go to the 2p level of charge 2, and at the ungerade turning point they are only about 0.002 hartree apart. When the axis swings round, the 2p orbital cannot follow it. A two-state estimate along the classical path moves about a quarter of the ungerade population into $\pi_u$ at an impact parameter of 0.02 bohr, and about 0.9 of it at 0.05 to 0.1 bohr.
- **Thermal motion.** At a rough gas temperature of 500 K, the target's motion spreads the collision energy by about 2.9 eV. Dividing by $200+41$ eV gives a change of about 1.2% in the gerade turning distance.

The finite proton mass shifts the limit of $W$ by 7 meV, which is negligible here.

In a real implanter the gas also contains hydrogen molecules, and in the solid the struck atom is bonded. Neither case has the one-electron limits derived here, and I have not estimated the change. Nearly head-on collisions are also rare: on the gerade curve, deflection by more than 90° in the centre-of-mass frame needs an impact parameter below about 0.06 bohr, which is 0.4% of the area of a disc of radius 1 bohr. The constants lose their value gradually for more distant collisions: at closest approach $W$ is about $-1.34$ for an impact parameter of 0.3 bohr and $-0.95$ for 1 bohr.

So the half hartree is a real difference between the two potentials, and for this collision it moves the classical turning point by 5%. A prediction for scattering at this energy has to include both parity channels and, away from exactly head-on, the rotational coupling of the ungerade state to $\pi_u$. Further values are in the numerical output below.

## Calculated quantities

```
R (bohr): F, W, upper bound on W (hartree)
   1.00:  -0.72933  -0.95179  -0.41732
   0.50:  -0.89636  -1.23499  -1.08545
   0.20:  -0.97808  -1.42862  -1.41232
   0.10:  -0.99396  -1.47824  -1.47585
   0.05:  -0.99841  -1.49398  -1.49366
   0.01:  -0.99993  -1.49974  -1.49974
F at R = 0.01 bohr: -27.21 eV
W at R = 0.01 bohr: -40.81 eV
relaxed kinetic energy, R = 0.01: 1.9992 hartree
relaxed attraction, R = 0.01: -3.9990 hartree
ungerade shifted energy, R = 0.01: -0.00001 hartree
E_el at R = 1, spheroidal basis: -1.451786 hartree
E_el at R = 1, Gaussian basis: -1.451777 hartree
gerade energy at R = 12 bohr: -0.000168 hartree
ungerade energy at R = 12 bohr: -0.000058 hartree
proton energy, laboratory: 400 eV
centre-of-mass energy: 200.05 eV
centre-of-mass energy in atomic units: 7.3519 hartree
closest approach, frozen: 0.006342 nm
closest approach, gerade: 0.005997 nm
closest approach, ungerade: 0.007197 nm
closest approach, bare Coulomb: 0.007198 nm
limit law 1/(E+1): 0.006336 nm
limit law 1/(E+3/2): 0.005978 nm
frozen minus gerade: 0.000346 nm
F at frozen turning point: -26.98 eV
W at gerade turning point: -40.08 eV
screening function there, frozen: 0.8812
screening function there, gerade: 0.8331
ungerade minus gerade energy at gerade turning point: 40.05 eV
relative speed: 0.1265 atomic units
gap x 1 bohr / speed, gerade: 11.67
gap x 1 bohr / speed, ungerade: 2.20
quantum spreading at turning point: 0.001014 nm
gas temperature: 500 K
thermal spread of collision energy: 2.94 eV
finite-proton-mass shift of W limit: 7.41 meV
```
